**Fano profile of a predissociating level from a discretized continuum**

The program examines the ratio R = (q + ε)²/(1 + ε²) of coupled to uncoupled continuum strength for one bound vibronic level in one dissociation continuum. Here ε is the distance from the shifted level in units of Γ/2, Γ = 2πV² is the width from the energy-normalized coupling V, and q compares the transition through the level with the direct transition to the continuum. The model couples the v = 0 level of a harmonic curve to Airy-function states of a linear repulsive curve. The program asserts the Airy equation, the closed-form overlaps, the sum rules, the agreement of matrix and formula, the eigenvalue phase relation and the level-density factor. It also asserts the positions of the zero and the maximum, the decay width, and the improvement of the fixed-q profile when the coupling is halved. The output gives Γ = 21.5 cm⁻¹ and q = 2.15. On the finest mesh, the matrix and the energy-dependent formula differ by at most 2 × 10⁻⁵ of the peak within 150 cm⁻¹ of the unshifted level. The fixed-q profile departs from the energy-dependent one by up to 1.3% of the peak for |ε| ≤ 5.

## Verification by program

```python
"""Fano profile of one bound vibronic level in a dissociation continuum.

Result under test: strength / uncoupled strength = (q+eps)^2/(1+eps^2), with
  eps = (E - E_level - F)/(pi V^2),  F = P int V(E')^2/(E-E') dE',
  q   = (T_level + P int V T/(E-E') dE')/(pi V T),  Gamma = 2 pi V^2.
V(E): coupling of level and energy-normalized continuum; T(E): transition
element from the initial state to the continuum; T_level: that to the level.
Model: v=0 of a harmonic curve (energy zero = level, x = 0 at its minimum)
and a linear repulsive curve U(x) = U0 - slope*x with Airy continuum states.
The initial state is a Gaussian of the same width centred at x = shift.
Energies in cm^-1, lengths in angstrom, transition moments relative.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import airy

# Model parameters
mass_u = 10.0
omega = 200.0
slope = 3000.0
U0 = -150.0
coupling = 50.0
shift = -0.10
moment_level = 0.5
moment_cont = 1.0
half_band = 2500.0

wavenumber = const.h * const.c * 100.0
h2m = const.hbar**2 / (2 * mass_u * const.atomic_mass) / wavenumber * 1e20
hbar_ps = const.hbar / wavenumber * 1e12
sigma = np.sqrt(h2m / omega)           # standard deviation of the density
ell = (h2m / slope) ** (1 / 3)         # Airy length
width_ratio = (sigma / ell) ** 2
level_overlap = np.exp(-shift**2 / (8 * sigma**2))
T_level = moment_level * level_overlap


def gaussian(x, centre):
    return (2*np.pi*sigma**2)**-0.25 * np.exp(-(x-centre)**2/(4*sigma**2))


def continuum(x, energy):
    return airy(-(x + (energy-U0)/slope)/ell)[0] / (ell*np.sqrt(slope))


def overlap(energy, centre):
    """Closed form of <continuum state | Gaussian at centre>."""
    u = (energy - U0 + slope*centre) / (slope*ell)
    a = width_ratio
    front = np.sqrt(4*np.pi*a/slope) * (2*np.pi*sigma**2)**-0.25
    return front * np.exp(2*a**3/3 - a*u) * airy(a**2 - u)[0]


nodes, weights = np.polynomial.legendre.leggauss(400)
t_nodes = half_band * (nodes + 1)
t_weights = half_band * weights


def principal(function, energy):
    """Principal value of int function(E')/(energy-E') dE'."""
    e = np.atleast_1d(energy)[:, None]
    difference = function(e - t_nodes) - function(e + t_nodes)
    return (difference / t_nodes) @ t_weights


def fano_parameters(energy, W):
    """Energy-dependent q, eps, Gamma and level shift F."""
    e = np.atleast_1d(energy).astype(float)
    V = W * overlap(e, 0.0)
    T = moment_cont * overlap(e, shift)
    F = W**2 * principal(lambda y: overlap(y, 0.0)**2, e)
    indirect = W * moment_cont * principal(
        lambda y: overlap(y, 0.0) * overlap(y, shift), e)
    eps = (e - F) / (np.pi * V**2)
    q = (T_level + indirect) / (np.pi * V * T)
    return q, eps, 2*np.pi*V**2, F


def profile(q, eps):
    return (q + eps)**2 / (1 + eps**2)


def resonance(W):
    centre = brentq(lambda e: fano_parameters(e, W)[1][0], -60, 60)
    q, _, gamma, F = fano_parameters(centre, W)
    return centre, q[0], gamma[0], F[0]


# Airy states: Schroedinger equation, overlaps and completeness
x = np.linspace(-8*sigma, 8*sigma, 4001)
dx = x[1] - x[0]
for energy in (-300.0, 0.0, 400.0):
    psi = continuum(x, energy)
    kinetic = -h2m * (psi[2:] - 2*psi[1:-1] + psi[:-2]) / dx**2
    residual = kinetic + (U0 - slope*x[1:-1] - energy)*psi[1:-1]
    assert np.max(abs(residual)) < 1e-3 * np.max(abs(kinetic))
    for centre in (0.0, shift):
        xs = x + centre
        direct = np.sum(continuum(xs, energy)*gaussian(xs, centre)) * dx
        assert abs(direct - overlap(energy, centre)) < 1e-8

band = np.arange(-half_band, half_band + 1, 2.0)
norm_sum = np.sum(overlap(band, 0.0)**2) * 2.0
cross_sum = np.sum(overlap(band, 0.0)*overlap(band, shift)) * 2.0
x_wide = np.linspace(-1.5, 1.5, 6001)
direct_overlap = np.sum(gaussian(x_wide, 0)*gaussian(x_wide, shift)) * (
    x_wide[1] - x_wide[0])
assert abs(norm_sum - 1) < 1e-5
assert abs(cross_sum - direct_overlap) < 1e-5
assert abs(level_overlap - direct_overlap) < 1e-8

# The bound character is spread over the continuum with total weight one
V2_band = coupling**2 * overlap(band, 0.0)**2
F_band = coupling**2 * principal(lambda y: overlap(y, 0.0)**2, band)
bound_density = V2_band / ((band - F_band)**2 + np.pi**2*V2_band**2)
bound_sum = np.sum(bound_density) * 2.0
assert abs(bound_sum - 1) < 1e-4

E_res, q_res, gamma_res, F_res = resonance(coupling)


def diagonalize(spacing):
    """One level plus a uniform mesh of continuum states."""
    count = int(round(2*half_band/spacing))
    mesh = -half_band + (np.arange(count) + 0.5)*spacing
    H = np.zeros((count+1, count+1))
    H[np.arange(1, count+1), np.arange(1, count+1)] = mesh
    H[0, 1:] = H[1:, 0] = coupling*overlap(mesh, 0.0)*np.sqrt(spacing)
    dipole = np.empty(count+1)
    dipole[0] = T_level
    dipole[1:] = moment_cont*overlap(mesh, shift)*np.sqrt(spacing)
    levels, vectors = np.linalg.eigh(H)
    density = CubicSpline(levels, np.arange(count+1.0))(levels, 1)
    return mesh, levels, vectors[0]**2, (dipole @ vectors)**2, density


mesh_rows = []
for spacing in (10.0, 5.0, 2.5):
    mesh, levels, bound_weight, strength, density = diagonalize(spacing)
    near = abs(levels) < 150
    E_near = levels[near]
    q_near, eps_near, _, _ = fano_parameters(E_near, coupling)
    background = (moment_cont*overlap(E_near, shift))**2
    ratio = strength[near]*density[near]/background
    bare = strength[near]/spacing/background
    expected = profile(q_near, eps_near)
    peak = 1 + q_res**2
    error = np.max(abs(ratio - expected))/peak
    bare_error = np.max(abs(bare - expected))/peak
    mesh_rows.append((spacing, len(levels), error, bare_error))
assert mesh_rows[2][2] < 1e-3
assert mesh_rows[0][2] > mesh_rows[1][2] > mesh_rows[2][2]

# Eigenvalue positions on the finest mesh: cot(theta) = eps
theta = np.pi*(E_near - mesh[0])/spacing
phase_error = np.max(abs(np.cos(theta) - eps_near*np.sin(theta))
                     / np.sqrt(1 + eps_near**2))
assert phase_error < 1e-4
density_excess = np.max(spacing*density[near]) - 1
density_formula = 2*spacing/(np.pi*gamma_res)
assert abs(density_excess/density_formula - 1) < 0.10

# Zero and maximum of the matrix profile
matrix_profile = CubicSpline(E_near, ratio)
fine = np.arange(-60, 60, 0.01)
fine_profile = matrix_profile(fine)
E_zero = fine[np.argmin(fine_profile)]
E_peak = fine[np.argmax(fine_profile)]


def zero_condition(energy):
    q, eps, _, _ = fano_parameters(energy, coupling)
    return q[0] + eps[0]


E_zero_formula = brentq(zero_condition, -60, 0)
E_zero_fixed = E_res - q_res*gamma_res/2
E_peak_fixed = E_res + gamma_res/(2*q_res)
assert abs(E_zero - E_zero_formula) < 0.1
assert abs(E_zero - E_zero_fixed) < 3
assert abs(E_peak - E_peak_fixed) < 1


# Fixed q and Gamma become better as the level becomes narrower
def fixed_q_error(W):
    centre, q0, gamma0, _ = resonance(W)
    eps0 = np.linspace(-5, 5, 201)
    q, eps, _, _ = fano_parameters(centre + eps0*gamma0/2, W)
    return np.max(abs(profile(q, eps) - profile(q0, eps0)))/(1 + q0**2)


fixed_error = fixed_q_error(coupling)
fixed_error_half = fixed_q_error(coupling/2)
assert fixed_error < 0.10
assert fixed_error_half < 0.5*fixed_error

# Decay of the bound level from the matrix eigenstates
lifetime = hbar_ps/gamma_res
times = lifetime*np.array([1.0, 2.0, 3.0])
survival = np.array([
    abs(np.sum(bound_weight*np.exp(-1j*levels*t/hbar_ps)))**2
    for t in times])
decay_width = hbar_ps*np.log(survival[0]/survival[2])/(times[2]-times[0])
assert abs(decay_width/gamma_res - 1) < 0.10

# Lower-energy crossing of the two diabatic curves
force_constant = omega/(2*sigma**2)
roots = np.roots([force_constant/2, slope, -omega/2 - U0])
x_cross = np.real(roots[np.argmin(abs(roots))])
E_cross = U0 - slope*x_cross
V_res = coupling*overlap(E_res, 0.0)
T_res = moment_cont*overlap(E_res, shift)

print(f"reduced mass: {mass_u:.1f} u")
print(f"harmonic wavenumber: {omega:.1f} cm^-1")
print(f"repulsive slope: {slope:.1f} cm^-1/angstrom")
print(f"repulsive curve at x=0: {U0:.1f} cm^-1")
print(f"electronic coupling: {coupling:.1f} cm^-1")
print(f"initial-state displacement: {shift:.2f} angstrom")
print(f"relative moments, level and continuum: "
      f"{moment_level:.2f}, {moment_cont:.2f}")
print(f"hbar^2/(2 mass): {h2m:.5f} cm^-1 angstrom^2")
print(f"Gaussian width sigma: {sigma:.5f} angstrom")
print(f"Airy length: {ell:.5f} angstrom")
print(f"curve crossing: x={x_cross:.4f} angstrom, E={E_cross:.2f} cm^-1")
print(f"overlap of level and initial state: {level_overlap:.5f}")
print(f"transition element to level: {T_level:.5f} (relative)")
print(f"sum rule, level norm: {norm_sum:.7f}")
print(f"sum rule, level-initial overlap: {cross_sum:.7f}")
print(f"integrated bound character: {bound_sum:.7f}")
print(f"V at resonance: {V_res:.5f} (cm^-1)^(1/2)")
print(f"T at resonance: {T_res:.6f} (cm^-1)^(-1/2), relative")
print(f"level shift F: {F_res:.4f} cm^-1")
print(f"resonance energy: {E_res:.4f} cm^-1")
print(f"width Gamma: {gamma_res:.4f} cm^-1")
print(f"asymmetry q: {q_res:.4f}")
print(f"fixed-q maximum 1+q^2: {1+q_res**2:.4f}")
print("mesh spacing/cm^-1, matrix size, error/peak, bare-spacing error/peak")
for row in mesh_rows:
    print(f"  {row[0]:.1f}  {row[1]:d}  {row[2]:.2e}  {row[3]:.2e}")
print(f"phase-relation error, finest mesh: {phase_error:.2e}")
print(f"level-density excess, matrix: {density_excess:.5f}")
print(f"level-density excess, formula: {density_formula:.5f}")
print("eps, E/cm^-1, ratio: matrix, energy-dependent q, fixed q")
for eps0 in (-5.0, -q_res, -1.0, 0.0, 1/q_res, 1.0, 5.0):
    energy = E_res + eps0*gamma_res/2
    q, eps, _, _ = fano_parameters(energy, coupling)
    print(f"  {eps0:.3f}  {energy:.3f}  {matrix_profile(energy):.4f}"
          f"  {profile(q, eps)[0]:.4f}  {profile(q_res, eps0):.4f}")
print(f"zero, matrix: {E_zero:.2f} cm^-1")
print(f"zero, energy-dependent q: {E_zero_formula:.2f} cm^-1")
print(f"zero, fixed q: {E_zero_fixed:.2f} cm^-1")
print(f"maximum, matrix: {E_peak:.2f} cm^-1")
print(f"maximum, fixed q: {E_peak_fixed:.2f} cm^-1")
print(f"matrix profile maximum: {np.max(fine_profile):.4f}")
print(f"fixed-q error/peak, |eps|<=5: {fixed_error:.5f}")
print(f"same with half the coupling: {fixed_error_half:.5f}")
print(f"lifetime hbar/Gamma: {lifetime:.5f} ps")
print("survival after 1, 2, 3 lifetimes: "
      + ", ".join(f"{p:.5f}" for p in survival))
print(f"width from matrix decay: {decay_width:.4f} cm^-1")
print("all assertions hold")
```

Running it gives:

```
reduced mass: 10.0 u
harmonic wavenumber: 200.0 cm^-1
repulsive slope: 3000.0 cm^-1/angstrom
repulsive curve at x=0: -150.0 cm^-1
electronic coupling: 50.0 cm^-1
initial-state displacement: -0.10 angstrom
relative moments, level and continuum: 0.50, 1.00
hbar^2/(2 mass): 1.68576 cm^-1 angstrom^2
Gaussian width sigma: 0.09181 angstrom
Airy length: 0.08252 angstrom
curve crossing: x=-0.0173 angstrom, E=-98.23 cm^-1
overlap of level and initial state: 0.86217
transition element to level: 0.43109 (relative)
sum rule, level norm: 1.0000000
sum rule, level-initial overlap: 0.8621717
integrated bound character: 1.0000000
V at resonance: 1.84866 (cm^-1)^(1/2)
T at resonance: 0.031856 (cm^-1)^(-1/2), relative
level shift F: 2.2762 cm^-1
resonance energy: 2.2762 cm^-1
width Gamma: 21.4731 cm^-1
asymmetry q: 2.1534
fixed-q maximum 1+q^2: 5.6370
mesh spacing/cm^-1, matrix size, error/peak, bare-spacing error/peak
  10.0  501  5.11e-03  1.81e-01
  5.0  1001  3.06e-04  1.15e-01
  2.5  2001  1.72e-05  6.15e-02
phase-relation error, finest mesh: 8.45e-13
level-density excess, matrix: 0.07188
level-density excess, formula: 0.07412
eps, E/cm^-1, ratio: matrix, energy-dependent q, fixed q
  -5.000  -51.407  0.2840  0.2840  0.3117
  -2.153  -20.844  0.0014  0.0014  0.0000
  -1.000  -8.460  0.7287  0.7287  0.6651
  0.000  2.276  4.6370  4.6370  4.6370
  0.464  7.262  5.6522  5.6521  5.6370
  1.000  13.013  5.0377  5.0375  4.9719
  5.000  55.959  1.9767  1.9767  1.9681
zero, matrix: -21.83 cm^-1
zero, energy-dependent q: -21.82 cm^-1
zero, fixed q: -20.84 cm^-1
maximum, matrix: 7.44 cm^-1
maximum, fixed q: 7.26 cm^-1
matrix profile maximum: 5.6532
fixed-q error/peak, |eps|<=5: 0.01312
same with half the coupling: 0.00511
lifetime hbar/Gamma: 0.24723 ps
survival after 1, 2, 3 lifetimes: 0.37988, 0.13542, 0.04828
width from matrix decay: 22.1484 cm^-1
all assertions hold
```
